# Why a massive Dirac monolayer has equal electron and hole masses: test program

```python
# Result under test: a massive Dirac pair has equal electron and hole masses;
# a k^2 term proportional to the unit matrix makes them unequal. Its sources
# are the free-electron kinetic energy and coupling to remote bands.
# Model: one electron in V(r) = 2 w sum_i cos(g_i.r + phi), triangular lattice.
# a: lattice constant, K: length of the valley wave vector, C = hbar^2/m_e,
# T = C K^2/2, v: Dirac velocity times hbar, gap = Ec - Ev.
# c, v, r label conduction, valence and remote bands. Energies eV, lengths angstrom.
# Inverse masses are in units of 1/m_e (free-electron mass).
import numpy as np
from scipy.constants import hbar, m_e, e

C = hbar**2 / (m_e * e) * 1e20
a, w, phi_deg = 5.0, 0.7, 8.0
phi = np.deg2rad(phi_deg)
K = 4 * np.pi / (3 * a)
T = C * K**2 / 2
valley = [K * np.array([np.cos(t), np.sin(t)])
          for t in 2 * np.pi * np.arange(3) / 3]
g1, g2 = valley[1] - valley[0], valley[2] - valley[1]
positive = [(1, 0), (0, 1), (-1, -1)]


def potential_matrix(indices, strength, phase=phi):
    V = np.zeros((len(indices), len(indices)), complex)
    for i, p in enumerate(indices):
        for j, q in enumerate(indices):
            d = (p[0] - q[0], p[1] - q[1])
            if d in positive:
                V[i, j] = strength * np.exp(1j * phase)
            elif (-d[0], -d[1]) in positive:
                V[i, j] = strength * np.exp(-1j * phase)
    return V


def plane_wave_model(indices, strength, origin=valley[0], phase=phi):
    q = np.array([origin + m * g1 + n * g2 for m, n in indices])
    V = potential_matrix(indices, strength, phase)

    def H(kx, ky):
        shifted = q + np.array([kx, ky])
        return np.diag(C / 2 * np.sum(shifted**2, axis=1)) + V
    return H, q


def inverse_mass(H, band, angle=0.0, h=1e-3):
    """Signed band curvature divided by C, fourth-order finite difference."""
    x, y = np.cos(angle), np.sin(angle)
    E = [np.linalg.eigvalsh(H(s * h * x, s * h * y))[band]
         for s in (-2, -1, 0, 1, 2)]
    return np.dot([-1, 16, -30, 16, -1], E) / (12 * h**2 * C)


def carrier_inverse_masses(H):
    return inverse_mass(H, 1), -inverse_mass(H, 0)


def close(x, y, tol=1e-5):
    return np.allclose(x, y, rtol=0, atol=tol)


# Fourier coefficients of the potential by real-space quadrature
s, t = np.meshgrid(np.arange(12) / 12, np.arange(12) / 12, indexing="ij")
V_real = 2 * w * sum(np.cos(2 * np.pi * (m * s + n * t) + phi)
                     for m, n in positive)
three = [(0, 0), (1, 0), (1, 1)]
V_quad = np.array([[np.mean(V_real * np.exp(-2j * np.pi * (
    (p[0] - q[0]) * s + (p[1] - q[1]) * t))) for q in three] for p in three])
assert close(V_quad, potential_matrix(three, w), 1e-12)

# Three-wave model: energies, momentum elements and masses
H3, q3 = plane_wave_model(three, w)
E3, U3 = np.linalg.eigh(H3(0, 0))
Er, Ec, Ev = [2 * w * np.cos(phi - 2 * np.pi * j / 3) for j in range(3)]
assert close(E3 - T, [Ev, Ec, Er], 1e-11)
gap = Ec - Ev
assert close(gap, 2 * np.sqrt(3) * w * np.sin(phi), 1e-12)
px3 = U3.conj().T @ np.diag(q3[:, 0]) @ U3
assert close(np.abs(px3), K / 2 * (1 - np.eye(3)), 1e-11)
v = C * K / 2
direct = T / gap
remote_c, remote_v = T / (Er - Ec), T / (Er - Ev)
inv_e, inv_h = 1 + direct - remote_c, -1 + direct + remote_v
assert close(carrier_inverse_masses(H3), [inv_e, inv_h])
for band in (0, 1):
    assert close(inverse_mass(H3, band), inverse_mass(H3, band, 0.4))


# Minimal Dirac model, also with a valence-only spin splitting
def dirac(valence_shift=0.0):
    return lambda kx, ky: np.array([
        [gap / 2, v * (kx - 1j * ky)],
        [v * (kx + 1j * ky), -gap / 2 + valence_shift]])


assert close(carrier_inverse_masses(dirac()), 2 * v**2 / (gap * C))
k_test = 0.1
E_dirac = np.linalg.eigvalsh(dirac()(0.06, 0.08))
assert close(E_dirac, np.array([-1, 1]) * np.hypot(gap / 2, v * k_test), 1e-12)
split = 0.1
spin_masses = []
for sign in (1, -1):
    pair = carrier_inverse_masses(dirac(sign * split / 2))
    assert close(pair, 2 * v**2 / (C * (gap - sign * split / 2)))
    spin_masses.append(1 / np.array(pair))

# Effective two-band model with the remote band folded in
Ac = C / 2 + v**2 / (Ec - Er)
Av = C / 2 + v**2 / (Ev - Er)
warp = v**2 / 2 * (1 / (Ec - Er) + 1 / (Ev - Er))


def folded(warping):
    def H(kx, ky):
        k2, kp = kx**2 + ky**2, kx + 1j * ky
        off = v * kp + warping * np.conj(kp)**2
        return np.array([[Ec + Ac * k2, off], [np.conj(off), Ev + Av * k2]])
    return H


for warping in (0.0, warp):
    assert close(carrier_inverse_masses(folded(warping)),
                 carrier_inverse_masses(H3))
assert close(inv_e - inv_h, 2 * (Ac + Av) / C, 1e-11)

# Threefold warping starts at k^3: odd part of the conduction energy
h = 1e-3
for angle in (0.0, 0.2):
    x, y = h * np.cos(angle), h * np.sin(angle)
    odd = (np.linalg.eigvalsh(H3(x, y))[1]
           - np.linalg.eigvalsh(H3(-x, -y))[1]) / 2
    cubic = 2 * v**3 * np.cos(3 * angle) / (gap * (Ec - Er))
    assert abs(odd / h**3 / cubic - 1) < 1e-2  # next order is about k^2

# Larger plane-wave basis, with a disk cutoff that keeps threefold symmetry


def disk(radius):
    return [(m, n) for m in range(-9, 10) for n in range(-9, 10)
            if np.linalg.norm(valley[0] + m * g1 + n * g2) < radius * K]


large = disk(7.05)
HL, qL = plane_wave_model(large, w)
EL, UL = np.linalg.eigh(HL(0, 0))
PX = UL.conj().T @ np.diag(qL[:, 0]) @ UL
PY = UL.conj().T @ np.diag(qL[:, 1]) @ UL
full_e, full_h = carrier_inverse_masses(HL)
small_basis, _ = plane_wave_model(disk(5.05), w)
assert close(carrier_inverse_masses(small_basis), [full_e, full_h], 2e-5)
gapL = EL[1] - EL[0]
directL = 2 * C * abs(PX[0, 1])**2 / gapL
remoteL = [2 * C * np.sum(np.abs(PX[n, 2:])**2 / (EL[n] - EL[2:]))
           for n in (0, 1)]
assert close(full_e, 1 + directL + remoteL[1])
assert close(full_h, -1 + directL - remoteL[0])


# Switch bands and kinetic energy on in turn
def kp_model(count, kinetic):
    def H(kx, ky):
        return (np.diag(EL[:count])
                + C * (kx * PX + ky * PY)[:count, :count]
                + kinetic * C / 2 * (kx**2 + ky**2) * np.eye(count))
    return H


stages = [("2 bands, no kinetic term", 2, 0), ("2 bands + kinetic term", 2, 1),
          ("3 bands + kinetic term", 3, 1),
          ("all bands, no kinetic term", len(large), 0),
          ("all bands + kinetic term", len(large), 1)]
asym = [np.subtract(*carrier_inverse_masses(kp_model(n, kin)))
        for _, n, kin in stages]
assert close(asym[0], 0) and close(asym[1], 2)
assert close(asym[3], remoteL[0] + remoteL[1])
assert close(asym[4], full_e - full_h)

# Both band edges lie at the valleys in the whole Brillouin zone
box = [(m, n) for m in range(-3, 4) for n in range(-3, 4)]


def lowest_bands(k0, phase=phi):
    Hk, _ = plane_wave_model(box, w, k0, phase)
    return np.linalg.eigvalsh(Hk(0, 0))[:2]


zone = np.array([lowest_bands((i / 24 - 0.5) * g1 + (j / 24 - 0.5) * g2)
                 for i in range(24) for j in range(24)])
assert close(zone[:, 1].min(), EL[1], 1e-4)
assert close(zone[:, 0].max(), EL[0], 1e-4)

# A larger phase makes the conduction band lower at M than at K
large_phase_deg = 15.0
M_minus_K = [lowest_bands(-g1 / 2, p)[1] - lowest_bands((g1 - g2) / 3, p)[1]
             for p in (phi, np.deg2rad(large_phase_deg))]
assert M_minus_K[0] > 0 > M_minus_K[1]

# Exact cancellation in the three-wave model and reversal beyond it
w0 = T * np.cos(phi) / (3 * np.cos(phi)**2 - np.sin(phi)**2)
equal = carrier_inverse_masses(plane_wave_model(three, w0)[0])
assert close(equal[0], equal[1])
w_strong = 1.2
strong = carrier_inverse_masses(plane_wave_model(three, w_strong)[0])
assert strong[0] > strong[1] and inv_e < inv_h


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("INPUTS AND THREE-WAVE MODEL")
show("lattice constant a", a, "angstrom", 1)
show("potential strength w", w, "eV", 1)
show("potential phase phi", phi_deg, "degrees", 0)
show("C = hbar^2/m_e", C, "eV angstrom^2")
show("valley wave vector K", K, "1/angstrom")
show("kinetic energy T", T, "eV")
show("valence energy Ev minus T", Ev, "eV")
show("conduction energy Ec minus T", Ec, "eV")
show("remote energy Er minus T", Er, "eV")
show("gap", gap, "eV")
show("Er - Ec", Er - Ec, "eV")
show("Er - Ev", Er - Ev, "eV")
show("Dirac velocity times hbar", v, "eV angstrom")
show("direct term T/gap", direct, "1/m_e")
show("remote term T/(Er-Ec)", remote_c, "1/m_e")
show("remote term T/(Er-Ev)", remote_v, "1/m_e")
show("inverse electron mass", inv_e, "1/m_e")
show("inverse hole mass", inv_h, "1/m_e")
show("inverse-mass difference, electron - hole", inv_e - inv_h, "1/m_e")
show("minimal Dirac mass, both carriers", 1 / direct, "m_e")
show("electron mass", 1 / inv_e, "m_e")
show("hole mass", 1 / inv_h, "m_e")
print("LARGER PLANE-WAVE BASIS")
print(f"number of plane waves: {len(large)} (count)")
show("gap", gapL, "eV")
show("direct term", directL, "1/m_e")
show("remote term in conduction curvature", remoteL[1], "1/m_e")
show("remote term in valence curvature", remoteL[0], "1/m_e")
show("electron mass", 1 / full_e, "m_e")
show("hole mass", 1 / full_h, "m_e")
show("conduction energy at M minus K", M_minus_K[0], "eV")
show("larger phase for comparison", large_phase_deg, "degrees", 0)
show("conduction energy at M minus K, larger phase", M_minus_K[1], "eV")
print("INVERSE-MASS DIFFERENCE, ELECTRON - HOLE, LARGER BASIS")
for (label, _, _), value in zip(stages, asym):
    show(label, value if abs(value) > 1e-5 else 0.0, "1/m_e")
print("OTHER CASES")
show("three-wave equal-mass strength w0", w0, "eV")
show("common mass at w0", 1 / equal[0], "m_e")
show("strong potential w", w_strong, "eV", 1)
show("electron mass at strong w", 1 / strong[0], "m_e")
show("hole mass at strong w", 1 / strong[1], "m_e")
show("valence spin splitting s in Dirac model", split, "eV", 1)
for label, pair in zip(("upper", "lower"), spin_masses):
    show(f"electron mass, spin of {label} valence band", pair[0], "m_e")
    show(f"hole mass, spin of {label} valence band", pair[1], "m_e")
print("verified")
```

It prints:

```
INPUTS AND THREE-WAVE MODEL
lattice constant a: 5.0 angstrom
potential strength w: 0.7 eV
potential phase phi: 8 degrees
C = hbar^2/m_e: 7.6200 eV angstrom^2
valley wave vector K: 0.8378 1/angstrom
kinetic energy T: 2.6740 eV
valence energy Ev minus T: -0.8619 eV
conduction energy Ec minus T: -0.5244 eV
remote energy Er minus T: 1.3864 eV
gap: 0.3375 eV
Er - Ec: 1.9108 eV
Er - Ev: 2.2483 eV
Dirac velocity times hbar: 3.1918 eV angstrom
direct term T/gap: 7.9235 1/m_e
remote term T/(Er-Ec): 1.3994 1/m_e
remote term T/(Er-Ev): 1.1893 1/m_e
inverse electron mass: 7.5241 1/m_e
inverse hole mass: 8.1128 1/m_e
inverse-mass difference, electron - hole: -0.5887 1/m_e
minimal Dirac mass, both carriers: 0.1262 m_e
electron mass: 0.1329 m_e
hole mass: 0.1233 m_e
LARGER PLANE-WAVE BASIS
number of plane waves: 63 (count)
gap: 0.3898 eV
direct term: 6.6979 1/m_e
remote term in conduction curvature: -1.6325 1/m_e
remote term in valence curvature: -1.3620 1/m_e
electron mass: 0.1649 m_e
hole mass: 0.1416 m_e
conduction energy at M minus K: 0.0960 eV
larger phase for comparison: 15 degrees
conduction energy at M minus K, larger phase: -0.0203 eV
INVERSE-MASS DIFFERENCE, ELECTRON - HOLE, LARGER BASIS
2 bands, no kinetic term: 0.0000 1/m_e
2 bands + kinetic term: 2.0000 1/m_e
3 bands + kinetic term: -0.9549 1/m_e
all bands, no kinetic term: -2.9945 1/m_e
all bands + kinetic term: -0.9945 1/m_e
OTHER CASES
three-wave equal-mass strength w0: 0.9061 eV
common mass at w0: 0.1656 m_e
strong potential w: 1.2 eV
electron mass at strong w: 0.2081 m_e
hole mass at strong w: 0.2317 m_e
valence spin splitting s in Dirac model: 0.1 eV
electron mass, spin of upper valence band: 0.1075 m_e
hole mass, spin of upper valence band: 0.1075 m_e
electron mass, spin of lower valence band: 0.1449 m_e
hole mass, spin of lower valence band: 0.1449 m_e
verified
```
